Free-space Poisson solver with a truncated kernel and twofold-grid convolution

**The decision**

Before a charged molecule or cluster is computed with Fourier transforms on a uniform grid, one has to decide how much empty space to put around it and how to remove the periodic images of its charge. In the Vico-Greengard-Ferrando scheme the physical cube need only contain the density. A fourfold grid is used once, to prepare a kernel, and every later potential costs one convolution on a twofold grid. The spacing is then set by the smoothness of the density, and the cube by its tails.

**Problem and conventions**

Hartree atomic units are used. The charge density ρ is smooth and negligible outside a cube of side L centred at the origin. We want, inside that cube,

φ(x) = ∫ ρ(y)/|x−y| d³y,

the solution of ∇²φ = −4πρ that vanishes at infinity. Fourier transforms are f̂(k) = ∫ f(x) e^(−ik·x) d³x. The grid has N points per axis, N even, at x_m = −L/2 + mh with h = L/N and m = 0,…,N−1. The largest resolved wave number along an axis is K = π/h.

**Cutting the kernel**

Source and target both lie in the cube, so each component of x−y is at most L in size and |x−y| ≤ √3 L. Replace 1/r by

G_R(r) = 1/r for r < R, and 0 otherwise, with R = √3 L.

The potential in the cube is unchanged; a corner-to-corner pair at r = R does not occur on the grid, whose last point is L/2−h. The cut is worth making because the transform becomes finite at k = 0. With μ the cosine of the angle between k and r,

Ĝ_R(k) = ∫₀^R (1/r) r² dr · 2π ∫₋₁¹ e^(−ikrμ) dμ.

The angular integral is 2 sin(kr)/(kr), hence

Ĝ_R(k) = (4π/k) ∫₀^R sin(kr) dr = 4π(1−cos kR)/k².

Using 1−cos kR = 2 sin²(kR/2),

Ĝ_R(k) = 2πR² [sin(kR/2)/(kR/2)]².

This form has its limit 2πR² at k = 0 built in, and shows that 0 ≤ Ĝ_R ≤ 2πR². The price of the cut is an oscillation in k of period 2π/R, which must be sampled finely enough. That requirement fixes the auxiliary grid.

**Why the auxiliary period is four times L**

Sample the product Ĝ_R ρ̂ at k = 2πm/P, with m a vector of integers, and form

φ_P(x) = P⁻³ Σ_k Ĝ_R(k) ρ̂(k) e^(ik·x).

Let g be the convolution of G_R with ρ, so that ĝ = Ĝ_R ρ̂. The periodic function Σ_n g(x+nP) has Fourier coefficients P⁻³ ∫ g e^(−ik·x) d³x, because e^(ik·nP) = 1 joins the integrals over all cells into one over space. Therefore

φ_P(x) = Σ_n g(x+nP).

The term n = 0 is the wanted potential. In any other term some component of n is nonzero, and the corresponding component of x−y+nP is at least P−L in size. The term vanishes if P−L ≥ R, that is,

P ≥ L + R = (1+√3)L ≈ 2.73 L.

A fourfold period satisfies this, a threefold one also does, and a twofold one does not. From here on the period is P = 4L unless stated otherwise.

**From the fourfold to the twofold grid**

Let B be the set of (4N)³ modes with integer components from −2N to 2N−1. The sampled density has the transform ρ̂_h(k) = h³ Σ_m ρ_m e^(−ik·x_m). Inserting it in the mode sum restricted to B gives

φ_i = P⁻³ Σ_{k∈B} Ĝ_R(k) ρ̂_h(k) e^(ik·x_i) = Σ_m W_{i−m} ρ_m,

W_j = h³P⁻³ Σ_{k∈B} Ĝ_R(k) e^(ik·jh).

Since P = 4Nh, the factor h³P⁻³ is (4N)⁻³. The weights W are thus the normalized inverse discrete transform of the sampled Ĝ_R, and the volume element is already inside them.

Both i and m run from 0 to N−1 on each axis, so i−m lies between −(N−1) and N−1. These 2N−1 values remain distinct modulo 2N. A circular convolution of length 2N with a zero-padded density therefore needs no other weights and returns the same sums. No property of the density enters, so the equality holds for any sampled data.

One index per axis, N, is unused. Filling it with W_N keeps the array symmetric: Ĝ_R depends on |k| alone, and the unpaired mode −2N contributes (−1)^j, which is even in j. The compressed array is then even on each axis and its discrete transform is real.

For a random density with N = 12, the twofold and fourfold results differed by 4.6×10⁻¹⁶ of the largest potential. The imaginary part of the stored transform was 3.0×10⁻¹⁷ of the real part, both compared by their largest values.

**Pseudocode**

Setup, once for given N and L:

    R = sqrt(3)*L;  M = 4*N;  dk = 2*pi/(4*L)
    for every mode m of the M^3 grid:
        k = dk*|m|
        G[m] = 2*pi*R^2 * (sin(k*R/2)/(k*R/2))^2
        (at k = 0: G = 2*pi*R^2)
    W = normalized inverse FFT of G
    keep = indices 0..N and 3N+1..4N-1 on each axis
    kernel = real part of FFT of W[keep,keep,keep]

Solve, for each density:

    pad rho with zeros from N^3 to (2N)^3
    F = FFT(padded rho)
    phi = normalized inverse FFT of (kernel*F)
    return the first N values on each axis

No factor h³ is applied in the solve. The electrostatic energy does need one: U = ½h³ Σ_i ρ_i φ_i.

**Cost and stability**

The setup handles 64N³ points and each solve 8N³. A solve takes one forward and one inverse real transform. For N = 48 the real kernel on a half spectrum takes 28.61 MB on the fourfold grid and 3.61 MB on the twofold grid. The large array can be released after setup. A threefold setup grid has (3/4)³ ≈ 0.42 times as many points and yields a stored kernel of the same size; fourfold is convenient when N is a power of two.

There is no linear system to solve and no small denominator. Substituting the mode sum into the energy gives

U = ½P⁻³ Σ_{k∈B} Ĝ_R(k) |ρ̂_h(k)|² ≥ 0,

so the discrete interaction cannot produce a negative self-energy, apart from round-off. The compressed solve inherits this, because it returns the same potential.

**Where the error comes from**

Neglect the density outside the cube, so that the sampling sum may run over all points jh, j a vector of integers. Since N is even, the x_m are among these points. Write ρ(jh) as an inverse Fourier integral and divide wave-vector space into cells of side 2K. Shifting a wave vector by 2Kn changes e^(ik·jh) by e^(2πi n·j) = 1, so

ρ(jh) = (2π)⁻³ ∫_cell S(p) e^(ip·jh) d³p, with S(p) = Σ_n ρ̂(p+2Kn).

Thus the numbers h³ρ(jh) are the Fourier coefficients of the periodic function S, and

ρ̂_h(k) = Σ_n ρ̂(k+2Kn).

Every mode k of the fine lattice is carried into B by one such shift. Call the result f(k). The phase at a grid point is the same for k and f(k), so the discrete potential is a sum over all modes in which Ĝ_R is evaluated at the wrong place:

φ_i = P⁻³ Σ_{all k} Ĝ_R(f(k)) ρ̂(k) e^(ik·x_i).

The true potential has Ĝ_R(k) instead. Modes in B have f(k) = k and cancel, leaving

φ_i − φ(x_i) = P⁻³ Σ_{k∉B} ρ̂(k) [Ĝ_R(f(k)) − Ĝ_R(k)] e^(ik·x_i).

The error thus samples the density's spectrum only beyond the grid limit. A smooth density has little there, while a cusp or a jump has a spectrum that decays as a power of k, and the fast convergence shown below is lost.

**Bound for a Gaussian**

Take a charge q > 0 of width σ centred at c:

ρ̂(k) = q e^(−k²σ²/2) e^(−ik·c).

Both terms in the bracket lie between 0 and 2πR², so their difference is at most 2πR² in size. A mode outside B has at least one component with |k_i| ≥ K. Summing over the three possible axes,

|error| ≤ 2πR² q · 3 T A²,

where A = P⁻¹ Σ e^(−k²σ²/2) runs over all modes of one axis and T over those with |k| ≥ K.

By the summation rule used above, A = 1/(√(2π)σ) up to image terms of relative size e^(−P²/2σ²), which are negligible here. In T, separate the term at K from the rest and bound the rest by an integral, which is allowed because the terms decrease:

T ≤ 2[ e^(−K²σ²/2)/P + (1/2π) ∫_K^∞ e^(−k²σ²/2) dk ].

In the integral k/K ≥ 1, so it is at most ∫_K^∞ (k/K) e^(−k²σ²/2) dk = e^(−K²σ²/2)/(Kσ²). Collecting factors, 2πR²·3·2/(2πσ²) = 6R²/σ², and

|error| ≤ (6qR²/σ²) e^(−K²σ²/2) [1/P + 1/(2πKσ²)].

Since K = πN/L, the exponent grows as N² at fixed L and σ. This is faster than any fixed power of h, which is what spectral convergence means here. Wall tails and round-off come in addition.

**Worked example**

The parameters are round model values: q = 1, σ = 0.70 bohr, L = 12 bohr, with the centre at (0.10, −0.07, 0.04) bohr. Then R = 20.785 bohr, the smallest safe period is 32.785 bohr and the one used is 48 bohr.

The reference potential is φ = q erf(r/√2σ)/r, with r measured from the centre. To verify it, differentiate rφ twice: the result is −q√(2/π) r e^(−r²/2σ²)/σ³, which is −4πrρ as the radial Poisson equation requires. Its peak is q√(2/π)/σ = 1.1398 Ha/e.

The self-energy follows from Fourier space, with Coulomb kernel 4π/k²:

U = ½(2π)⁻³ ∫ (4π/k²) q² e^(−k²σ²) d³k = (q²/π) ∫₀^∞ e^(−k²σ²) dk = q²/(2√π σ).

This is 0.40299 Ha, or 10.966 eV. It is the interaction of the model charge with itself.

The largest potential errors over the grid, in Ha/e, are:

N = 8: 1.74×10⁻¹
N = 16: 3.65×10⁻⁴
N = 24: 2.66×10⁻⁷
N = 32: 3.80×10⁻¹¹
N = 40: 1.8×10⁻¹⁵
N = 48: 4×10⁻¹⁶

At N = 48 only double-precision round-off is left; at N = 40 the remaining truncation error, about 9×10⁻¹⁶ Ha/e at the origin, is of similar size to round-off. Define a local order as ln(e₁/e₂)/ln(N₂/N₁). It is 8.9 from N = 8 to 16, 17.8 from 16 to 24, and 30.8 from 24 to 32. A method of fixed order would settle at a constant.

For N = 32, h = 0.375 bohr and Kσ = 5.864. The exponential is e^(−17.19) = 3.4×10⁻⁸, the prefactor is 6·432/0.49 = 5290, and the bracket is 0.0208+0.0388 = 0.0596 bohr⁻¹. The bound is therefore 1.07×10⁻⁵ Ha/e, nearly 3×10⁵ times the measured error. Much of this slack comes from replacing the bracket by its largest conceivable value, 2πR² = 2714 bohr²; at |k| = K the kernel is no larger than 8π/K² = 0.36 bohr². The bound establishes the decay, but a grid chosen by it is safe and wasteful: for an error below 10⁻⁶ Ha/e it asks for N = 36, where N = 24 suffices.

The folding formula is much sharper. At N = 16 it was compared with the measured error at three grid points. At the origin both give 3.65404509×10⁻⁴ Ha/e. At (1.5, −0.75, 0.75) bohr both give −1.370374×10⁻⁶, and at (−4.5, 3.75, −2.25) bohr both give 6.641457×10⁻⁷. The error is largest near the charge, and both its size and sign are accounted for.

The energy converges faster than the potential: at N = 24 its error is 1.95×10⁻¹⁰ Ha. The reason is that U contains products of two spectral amplitudes. The erroneous products either have both wave vectors outside B or pair vectors a and b that differ by a nonzero 2Kn. In the second case |a|²+|b|² ≥ |a−b|²/2 ≥ 2K²; in the first the same lower bound is immediate. Each such product therefore carries at most e^(−K²σ²), the square of the exponential in the potential error.

**Reusing the kernel**

The stored kernel knows N and L but not the density. The N = 48 kernel was applied to a Gaussian at the origin with widths 0.7, 0.8 and 0.6 bohr along the axes. A separate reference follows from 1/r = (2/√π) ∫₀^∞ e^(−r²t²) dt. Convolving the Gaussian in t with the charge, axis by axis, gives

φ(x) = (2q/√π) ∫₀^∞ Π_i (1+2σ_i²t²)^(−1/2) exp[−t²x_i²/(1+2σ_i²t²)] dt.

At the origin, at (1.5, −2, 1) bohr and at the corner (−6, −6, −6) bohr the largest deviation was 1.5×10⁻¹⁴ Ha/e.

**The weights are not samples of 1/r**

It is tempting to check W_j/h³ against 1/r. At N = 48 and one spacing from the origin, the stored value is 1.052/h instead of 1/h, a 5% difference. At the origin it is 2.44274/h. Dropping the cosine from Ĝ_R and replacing the mode sum by an integral over the resolved cube predicts

(2π)⁻³ ∫_cube (4π/k²) d³k = (1/2πh) ∫_[−1,1]³ d³u/u² = 2.44275/h.

The weights are thus a band-limited kernel. Their accuracy appears when they act on a resolved density.

Replacing them by 1/r_j, with the average of 1/r over one cell, 2.38008/h, at the origin, spoils the convergence. Near the singularity, setting y = hs turns h³/r into h² times a pure number, so a mismatch between sum and integral leaves an error proportional to h²ρ. For the same charge the errors are 1.77×10⁻² Ha/e at N = 24 and 5.01×10⁻³ at N = 48, a measured order of 1.82.

**Failure modes**

*Cutoff too short.* Move the charge to (2, 2, 2) bohr and keep N = 32. The far corner is 8√3 = 13.9 bohr away. With R = L = 12 bohr its potential there, about 1/13.9 = 0.072 Ha/e, is lost; the largest measured error is 0.0729, at a grid point next to that corner. A charge at the centre is only 10.4 bohr from the corners and would hide most of this fault, so an implementation should be checked with an off-centre charge.

*Period too short.* With R = √3 L but P = 2L = 24 bohr, three images lie √(16²+8²+8²) = 19.6 bohr from that corner, inside the cutoff. They add about 3/19.6 = 0.153 Ha/e, slightly less because part of each Gaussian lies beyond R. The measured error is 0.1462. With P = 3L or 4L it is 2.85×10⁻⁸ in both cases.

*Density cut by the walls.* That last figure comes from the missing tail of the charge, not from the spectral cutoff. The charge now sits 4.0 bohr, or 5.71σ, from three walls, and 1.65×10⁻⁸ e lies outside the cube. The grid misses more, because its last point on these sides is L/2−h: 5.4×10⁻⁸ e at N = 32 and 3.9×10⁻⁸ e at N = 48. Refining therefore lowers the error only slowly, to 2.25×10⁻⁸ Ha/e at N = 48 and about 1.6×10⁻⁸ at N = 96, towards the potential of the outside charge at the wall, about 1.1×10⁻⁸ Ha/e. The remedy is a larger cube at the same spacing: with L = 15 bohr and N = 40 the error on a grid line beside the charge falls to about 2×10⁻¹¹ Ha/e.

*Density too narrow.* For σ = 0.3 bohr at N = 48, near the centre, Kσ is 3.770 and the error is 1.10×10⁻⁵ Ha/e. The remedy here is a smaller spacing at the same cube size.

*Flat or long boxes.* For sides L_i, the same argument requires R to be at least the box diagonal and P_i ≥ L_i+R on every axis. A box of sides L, L and L/4 has a diagonal of 1.44L, so its short axis needs a period of at least 1.69L, or 6.7 times its own length. A fixed factor of four fails there.

**Use for real charge densities**

Two assumptions of the example need attention in an electronic-structure calculation. Bare nuclei are point charges and cannot be sampled. Their potential can be added in closed form, or they can be smeared, with the difference from the point charge treated separately. The electron density still has a cusp at a bare nucleus, which a smooth pseudopotential removes. Electronic tails fall roughly exponentially rather than as Gaussians, so the distance to the walls must be converged for the actual density.

For a charged defect in a crystal, the host density fills space and violates the assumption of a compact source. The solver then applies to a localized model charge, with the potential divided by the relative permittivity if the medium is taken as uniform and isotropic. It does not supply the response of the host.

Table of computed values

```
charge q = 1.0 e, width sigma = 0.70 bohr
cube side L = 12.0 bohr, cutoff R = 20.7846 bohr
charge centre = (0.10, -0.07, 0.04) bohr
smallest safe period L+R = 32.7846 bohr
period used 4L = 48.0 bohr
kernel transform at k=0: 2714.336 bohr^2
N, h (bohr), K*sigma, max potential error (Ha/e), bound (Ha/e), energy error (Ha)
  8 1.5000 1.466 1.74e-01 3.18e+02 1.57e-01
 16 0.7500 2.932 3.65e-04 7.07e+00 3.15e-05
 24 0.5000 4.398 2.66e-07 2.42e-02 1.95e-10
 32 0.3750 5.864 3.80e-11 1.07e-05 1.11e-16
 40 0.3000 7.330 1.78e-15 5.89e-10 2.78e-16
 48 0.2500 8.796 4.44e-16 3.89e-15 5.55e-17
local order N=8 to 16: 8.9
local order N=16 to 24: 17.8
local order N=24 to 32: 30.8
self-energy, N=48: 0.402992559677 Ha
self-energy, closed form: 0.402992559677 Ha
self-energy, closed form: 10.965986 eV
peak potential: 1.139835 Ha/e
error at three grid points, N=16: measured, folding formula (Ha/e)
  3.65404509e-04  3.65404509e-04
  -1.37037352e-06  -1.37037351e-06
  6.64145731e-07  6.64145732e-07
twofold vs fourfold, relative difference: 4.6e-16
imaginary/real part of stored kernel: 3.0e-17
anisotropic charge, error at 3 points: 1.5e-14 Ha/e
off-centre charge at (2,2,2) bohr, N=32, max error (Ha/e):
  R=sqrt(3)L, period 4L: 2.85e-08
  R=sqrt(3)L, period 3L: 2.85e-08
  R=sqrt(3)L, period 2L: 0.1462
  R=L, period 4L: 0.0729
wall clearance 4.0 bohr = 5.71 sigma
  charge outside cube: 1.65e-08 e
  max error, N=48: 2.25e-08 Ha/e
narrow charge sigma = 0.3 bohr, N=48:
  K*sigma = 3.770, error 1.10e-05 Ha/e
direct 1/r sampling, N=24: 1.768e-02 Ha/e
direct 1/r sampling, N=48: 5.009e-03 Ha/e
direct 1/r sampling, order: 1.82
cell average of h/r at origin: 2.38008
stored W/h^2 at origin, N=48: 2.44274
band-limited integral for it: 2.44275
stored W/h^2 at one spacing: 1.05171 (1/r: 1)
real half spectrum, fourfold grid, N=48: 28.61 MB
real half spectrum, twofold grid, N=48: 3.61 MB
```
